# Why the OEP energy can equal Hartree–Fock in a finite basis: verification in Python

```python
# Result under test (atomic units; linear H4, RHF): the energy E[v] of the aufbau
# determinant of a local potential v obeys E[v] >= E_HF, yet in a finite orbital
# basis many local potentials give exactly E_HF, and they can oscillate wildly.
# Symbols: i,j occupied and a,b virtual HF orbitals; f_P = phi_p phi_q; G = Gram
# matrix of the f_P; v_x = v_FA + dv, v_FA = -v_H/N, dv = sum_P d_P f_P;
# t_pq = <p|-Kx - v_FA|q>, Kx = exchange operator; (G + eta*Lam) d = t with Lam = 1
# on vv products only; V_ij(r) = Coulomb potential of phi_i phi_j;
# D = V11 - V22 + V12 (phi2/phi1 - phi1/phi2), constant if a pointwise v_x existed.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import solve_sylvester
from scipy.optimize import minimize
from scipy.special import erf
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
R, N, no = 1.8, 4, 2
zat = R*np.array([-1.5, -0.5, 0.5, 1.5])

def run_hf(basis):
    mol = gto.M(atom=[['H', (0, 0, z)] for z in zat], basis=basis, unit='Bohr', verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile, mf.conv_tol, mf.conv_tol_grad = None, 1e-12, 1e-8
    mf.kernel()
    assert mf.converged
    return mol, mf

def analytic(basis, mol, C):
    # primitive s Gaussians; returns pair data, MO coefficients on primitives, MO Gram tensor
    a, zc, owner, co, n = [], [], [], [], 0
    for z in zat:
        for sh in gto.basis.load(basis, 'H'):
            for e, c in sh[1:]:
                a.append(e); zc.append(z); owner.append(n); co.append(c*(2*e/np.pi)**0.75)
            n += 1
    a, zc = np.array(a), np.array(zc)
    B = np.zeros((len(a), n)); B[np.arange(len(a)), owner] = co
    p = a[:, None] + a; P = ((a*zc)[:, None] + a*zc)/p
    pre = np.exp(-a[:, None]*a/p*(zc[:, None] - zc)**2)
    Sp = pre*(np.pi/p)**1.5
    B /= np.sqrt(np.diag(B.T@Sp@B))
    assert abs(B.T@Sp@B - mol.intor('int1e_ovlp')).max() < 1e-10
    p1, P1 = p[:, :, None, None], P[:, :, None, None]
    g = pre[:, :, None, None]*pre*(np.pi/(p1+p))**1.5*np.exp(-p1*p/(p1+p)*(P1-P)**2)
    T = B@C
    return p, P, pre, T, np.einsum('abcd,ap,bq,cr,ds->pqrs', g, T, T, T, T, optimize=True)

mol, mf = run_hf('6-31g')
C, eps, M, Ehf = mf.mo_coeff, mf.mo_energy, mol.nao, mf.e_tot
p, P, pre, T, G4 = analytic('6-31g', mol, C)
eri = np.einsum('abcd,ap,bq,cr,ds->pqrs', mol.intor('int2e'), C, C, C, C, optimize=True)
h = C.T@mf.get_hcore()@C
J = 2*np.einsum('pqii->pq', eri[:, :, :no, :no]); Kx = np.einsum('piiq->pq', eri[:, :no, :no, :])
H0, t = h + J - J/N, -Kx + J/N

def aufbau(H):
    e, U = np.linalg.eigh(H)
    D = 2*U[:, :no]@U[:, :no].T
    F = h + np.einsum('pqrs,rs->pq', eri, D) - 0.5*np.einsum('prsq,rs->pq', eri, D)
    return 0.5*np.sum(D*(h+F)) + mol.energy_nuc(), e, U, U.T@F@U

def coulomb(u, z):
    # V11, V12, V22 at rho^2 = u and height z, from the Boys function
    V = np.zeros((3, len(z)))
    for a in range(len(p)):
        for b in range(a+1):
            x = np.sqrt(np.maximum(p[a, b]*(u + (z-P[a, b])**2), 1e-200))
            k = 2*np.pi/p[a, b]*pre[a, b]*0.5*np.sqrt(np.pi)*erf(x)/x
            for n, (i, j) in enumerate([(0, 0), (0, 1), (1, 1)]):
                V[n] += (T[a, i]*T[b, j] + (T[b, i]*T[a, j] if a != b else 0))*k
    return V
mo_at = lambda m, c, u, z: m.eval_gto('GTOval', np.c_[np.sqrt(u), 0*z, z])@c
u, z = [x.ravel() for x in np.meshgrid(np.exp(np.arange(-36, 4.8, 0.25)), np.arange(-13, 13.01, 0.05))]
w = np.pi*u*0.25*0.05
phi, V = mo_at(mol, C, u, z), coulomb(u, z)
assert abs(phi.T@(phi*(w*(-2/N)*(V[0]+V[2]))[:, None]) + J/N).max() < 1e-8
assert abs(phi.T@(w*(phi[:, 0]*V[0] + phi[:, 1]*V[1])) - Kx[:, 0]).max() < 1e-8
assert abs(phi.T@(w*(phi[:, 0]*V[1] + phi[:, 1]*V[2])) - Kx[:, 1]).max() < 1e-8
zax = np.arange(-6, 6.001, 0.02)
phax, Vax = mo_at(mol, C, 0*zax, zax), coulomb(0*zax, zax)
vfa = -2/N*(Vax[0] + Vax[2])
extrema = lambda v: int(np.sum(np.diff(v)[1:]*np.diff(v)[:-1] < 0))
E0, e0 = aufbau(H0)[:2]
assert abs(aufbau(np.diag(eps))[0] - Ehf) < 1e-10 and E0 > Ehf + 1e-6
print(f"H4 spacing {R} bohr, 6-31G, M = {M}, N = {N}, ov products {no*(M-no)}")
print(f"E_HF = {Ehf:.10f} Eh = {Ehf*EV:.5f} eV")
print(f"HF eps1, eps2, eps3 = {eps[0]:.6f} {eps[1]:.6f} {eps[2]:.6f} Eh; gap {eps[2]-eps[1]:.6f} Eh")
print(f"Fermi-Amaldi: E-E_HF = {1e3*(E0-Ehf):.5f} mEh = {(E0-Ehf)*EV:.5f} eV, gap {e0[2]-e0[1]:.5f} Eh")
print(f"Fermi-Amaldi axis: min {vfa.min():.4f} Eh, extrema {extrema(vfa)}; max|t_ai| {abs(t[no:, :no]).max():.5f} Eh")

# exact dependence of two diffuse products: holds for a local operator, fails for exchange
alpha = gto.basis.load('6-31g', 'H')[1][1][0]; r = np.exp(-4*alpha*R**2)
Jao, Kao = mf.get_jk()
assert abs(Jao[1, 7] - r*Jao[3, 5]) < 1e-10 and abs(Kao[1, 7] - r*Kao[3, 5])/2 > 1e-4
print(f"diffuse exponent {alpha:.6f} bohr^-2, r = {r:.6f}")
print(f"J14-r*J23 = {Jao[1,7]-r*Jao[3,5]:.1e} Eh; Kx14-r*Kx23 = {(Kao[1,7]-r*Kao[3,5])/2:.6f} Eh")

# family of potentials: coefficients from analytic G, matrix elements from the grid
ip, iq = np.triu_indices(M)
G = G4[ip, iq][:, ip, iq]; Lam = np.diag((ip >= no)*1.0)
norms, good, pots = [], [], []
for eta in [1e-2, 1e-4, 1e-6, 1e-8]:
    d = np.linalg.solve(G + eta*Lam, t[ip, iq])
    dv = (phi[:, ip]*phi[:, iq])@d
    dV = phi.T@(phi*(w*dv)[:, None]); H = H0 + dV
    res = abs(H[:, :no] - np.diag(eps)[:, :no]).max()
    gap = np.linalg.eigvalsh(H[no:, no:])[0] - eps[1]
    E, e = aufbau(H)[:2]
    assert res < 1e-6
    if gap > 0:
        assert abs(E - Ehf) < 1e-10 and abs(e[:no] - eps[:no]).max() < 1e-6
    vx = vfa + (phax[:, ip]*phax[:, iq])@d
    norms.append(np.sqrt(w@dv**2)); good.append(gap > 0); pots.append(vx)
    print(f"eta {eta:.0e} bohr^-3: E-E_HF {E-Ehf:.1e} Eh, residual {res:.0e} Eh, gap {gap:.5f} Eh")
    print(f"  |dv| {norms[-1]:.4g} Eh bohr^1.5, axis min {vx.min():.4g} max {vx.max():.4g} Eh, extrema {extrema(vx)}")
assert sum(good) >= 2 and good[-1] and np.all(np.diff(norms) > 0)
assert abs(pots[-1]).max() > 5*abs(vfa).max() and extrema(pots[-1]) > extrema(vfa)
print(f"max axis difference, last two potentials: {abs(pots[-1]-pots[-2]).max():.4g} Eh")

# second-order cost of a residual, and the lower bound for random local potentials
o, v = slice(0, no), slice(no, M)
AB = (4*eri[v, o, v, o] - eri[v, v, o, o].transpose(0, 2, 1, 3)
      - eri[v, o, v, o].transpose(0, 3, 2, 1)).reshape(12, 12) + np.diag((eps[v, None]-eps[o]).ravel())
s = 1e-2; Hs = H0 + (1-s)*dV
kap = solve_sylvester(Hs[v, v], -Hs[o, o], -Hs[v, o]).ravel()
E2, Ex = 2*kap@AB@kap, aufbau(Hs)[0] - Ehf
assert np.linalg.eigvalsh(AB)[0] > 0 and abs(E2/Ex - 1) < 1e-2
print(f"lowest eigenvalue of A+B {np.linalg.eigvalsh(AB)[0]:.5f} Eh")
print(f"dv scaled by {1-s}: exact {Ex:.5e} Eh, second order {E2:.5e} Eh")
rng = np.random.default_rng(1)
low = min(aufbau(H0 + G4[:, :, ip, iq]@rng.normal(0, sc, len(ip)))[0] - Ehf
          for sc in [0.03, 0.3, 3, 30] for _ in range(100))
assert low > 0
print(f"lowest E-E_HF of 400 random potentials {1e3*low:.5f} mEh")

# true minimization in nested potential bases
par = np.sign(np.diag(C.T@mol.intor('int1e_ovlp')@C[[6, 7, 4, 5, 2, 3, 0, 1]]))
ia = np.array([(i, a) for i in range(no) for a in range(no, M) if par[i] == par[a]]).T
lam, Uv = np.linalg.eigh(G4[ia[0], ia[1]][:, ia[0], ia[1]]); lam, Uv = lam[::-1], Uv[:, ::-1]
gm = np.einsum('pqP,Pk->kpq', G4[:, :, ia[0], ia[1]], Uv/lam)
def fun(b):
    E, e, U, F = aufbau(H0 + np.tensordot(b, gm[:len(b)], 1))
    gt = np.einsum('kpq,pa,qi->kai', gm[:len(b)], U[:, v], U[:, o])
    return E, 4*np.einsum('kai,ai->k', gt, F[v, o]/(e[o] - e[v, None]))
fd = [(fun(1e-5*x)[0] - fun(-1e-5*x)[0])/2e-5 for x in np.eye(6)]
assert ia.shape[1] == 6 and abs(fd - fun(np.zeros(6))[1]).max() < 1e-6
b, prev = np.zeros(0), E0
for k in range(1, 7):
    opt = minimize(fun, np.append(b, 0.0), jac=True, method='BFGS', options={'gtol': 1e-9})
    b = opt.x
    assert Ehf - 1e-11 < opt.fun <= prev + 1e-12 and (k == 6 or opt.fun > Ehf + 1e-10)
    prev = opt.fun
    print(f"k={k}: lambda {lam[k-1]:.3e} bohr^-3, E-E_HF {opt.fun-Ehf:.3e} Eh, |dv| {np.sqrt(np.sum(b**2/lam[:k])):.4g} Eh bohr^1.5")
blin = Uv.T@t[ia[0], ia[1]]; Hl = H0 + np.tensordot(blin, gm, 1)
gapl = np.linalg.eigvalsh(Hl[v, v])[0] - np.linalg.eigvalsh(Hl[o, o])[-1]
assert abs(Hl[v, o]).max() < 1e-6
if gapl > 0:
    assert abs(aufbau(Hl)[0] - Ehf) < 1e-10 and prev - Ehf < 1e-9 and abs(b - blin).max() < 1e-4
print(f"ov-only linear solution: gap {gapl:.5f} Eh, |dv| {np.sqrt(np.sum(blin**2/lam)):.4g} Eh bohr^1.5")

# conditioning of the ov products as the orbital basis grows
lmin, nrm = [], []
for bs in ['sto-3g', '6-31g', '6-311g']:
    m, f = run_hf(bs); c = f.mo_coeff; n = no*(m.nao - no)
    l, U = np.linalg.eigh(analytic(bs, m, c)[4][:no, no:, :no, no:].reshape(n, n))
    jj, kk = f.get_jk()
    assert l[0] > 1e-13
    tt = (c.T@(-kk/2 + jj/N)@c)[:no, no:].ravel()
    lmin.append(l[0]); nrm.append(np.sqrt(np.sum((U.T@tt)**2/l)))
    print(f"{bs}: {n} products, lambda {l[0]:.3e} to {l[-1]:.3e} bohr^-3, |dv| {nrm[-1]:.4g} Eh bohr^1.5")
assert np.all(np.diff(lmin) < 0) and nrm[-1] > nrm[0]

# pointwise condition
zp = np.array([0.3, 1.8, 2.2, 3.6])
def dfun(m, c):
    ph, out = mo_at(m, c[:, :2], 0*zp, zp), []
    for x, (f1, f2) in zip(zp, ph):
        with m.with_rinv_origin((0, 0, x)):
            W = c[:, :2].T@m.intor('int1e_rinv')@c[:, :2]
        out.append(W[0, 0] - W[1, 1] + W[0, 1]*(f2/f1 - f1/f2))
    return np.array(out)
Vp, pp = coulomb(0*zp, zp), mo_at(mol, C, 0*zp, zp)
assert abs(Vp[0]-Vp[2] + Vp[1]*(pp[:, 1]/pp[:, 0] - pp[:, 0]/pp[:, 1]) - dfun(mol, C)).max() < 1e-9
print("axis points z (bohr):", *zp)
Ds = []
for bs in ['cc-pvtz', 'cc-pvqz']:
    m, f = run_hf(bs); Ds.append(dfun(m, f.mo_coeff))
    print(f"{bs}: E_HF {f.e_tot:.6f} Eh, D (Eh):", *[f"{x:.4f}" for x in Ds[-1]])
spread, change = np.ptp(Ds[1]), abs(Ds[1] - Ds[0]).max()
assert spread > 3*change
print(f"spread of D {spread:.4f} Eh, largest basis change {change:.4f} Eh")
print("tests ok")
```

Running it gives:

```
H4 spacing 1.8 bohr, 6-31G, M = 8, N = 4, ov products 12
E_HF = -2.1687670553 Eh = -59.01516 eV
HF eps1, eps2, eps3 = -0.682288 -0.440505 0.126955 Eh; gap 0.567459 Eh
Fermi-Amaldi: E-E_HF = 24.47634 mEh = 0.66604 eV, gap 0.22411 Eh
Fermi-Amaldi axis: min -0.6027 Eh, extrema 3; max|t_ai| 0.06117 Eh
diffuse exponent 0.161278 bohr^-2, r = 0.123667
J14-r*J23 = -5.6e-17 Eh; Kx14-r*Kx23 = 0.001360 Eh
eta 1e-02 bohr^-3: E-E_HF 0.0e+00 Eh, residual 1e-10 Eh, gap 0.35614 Eh
  |dv| 35.09 Eh bohr^1.5, axis min -22.32 max 20.13 Eh, extrema 11
eta 1e-04 bohr^-3: E-E_HF 1.8e-15 Eh, residual 1e-10 Eh, gap 0.41476 Eh
  |dv| 63.85 Eh bohr^1.5, axis min -84.6 max 36.88 Eh, extrema 9
eta 1e-06 bohr^-3: E-E_HF 0.0e+00 Eh, residual 1e-10 Eh, gap 0.42163 Eh
  |dv| 180.5 Eh bohr^1.5, axis min -454.8 max 138.5 Eh, extrema 13
eta 1e-08 bohr^-3: E-E_HF 1.8e-15 Eh, residual 6e-10 Eh, gap 0.37524 Eh
  |dv| 510.1 Eh bohr^1.5, axis min -1305 max 301.4 Eh, extrema 17
max axis difference, last two potentials: 851.2 Eh
lowest eigenvalue of A+B 0.43758 Eh
dv scaled by 0.99: exact 1.39110e-06 Eh, second order 1.39120e-06 Eh
lowest E-E_HF of 400 random potentials 15.04687 mEh
k=1: lambda 5.436e-02 bohr^-3, E-E_HF 2.172e-02 Eh, |dv| 0.1495 Eh bohr^1.5
k=2: lambda 3.122e-02 bohr^-3, E-E_HF 6.166e-03 Eh, |dv| 0.4868 Eh bohr^1.5
k=3: lambda 4.249e-03 bohr^-3, E-E_HF 6.166e-03 Eh, |dv| 0.4869 Eh bohr^1.5
k=4: lambda 2.810e-03 bohr^-3, E-E_HF 4.202e-04 Eh, |dv| 0.8318 Eh bohr^1.5
k=5: lambda 1.164e-03 bohr^-3, E-E_HF 8.267e-05 Eh, |dv| 0.8731 Eh bohr^1.5
k=6: lambda 3.331e-05 bohr^-3, E-E_HF 8.882e-16 Eh, |dv| 1.379 Eh bohr^1.5
ov-only linear solution: gap 0.28800 Eh, |dv| 1.379 Eh bohr^1.5
sto-3g: 4 products, lambda 3.216e-03 to 5.069e-02 bohr^-3, |dv| 0.779 Eh bohr^1.5
6-31g: 12 products, lambda 2.121e-05 to 5.876e-02 bohr^-3, |dv| 1.379 Eh bohr^1.5
6-311g: 20 products, lambda 6.479e-07 to 7.438e-02 bohr^-3, |dv| 2.113 Eh bohr^1.5
axis points z (bohr): 0.3 1.8 2.2 3.6
cc-pvtz: E_HF -2.178951 Eh, D (Eh): 0.0030 0.0808 0.1120 0.1151
cc-pvqz: E_HF -2.179686 Eh, D (Eh): 0.0028 0.0803 0.1115 0.1161
spread of D 0.1134 Eh, largest basis change 0.0010 Eh
tests ok
```
